# Exchange in the Airy gas compared with LDA and PBE: verification in Python

```python
"""Airy gas: electrons in v(z)=F*z, filled up to chemical potential zero.

Result under test, with l=(2F)^(-1/3) in atomic units and zeta=z/l:
  n = [zeta^2 Ai^2 - zeta Ai'^2 - Ai Ai'/2] / (3 pi l^3),
  exchange per electron = -(1/4n) integral |gamma|^2/|r-r'| dr',
  whose ratio to LDA depends only on the reduced gradient s,
  and which tends to -1/(4z) far outside the edge.
gamma is the spin-summed density matrix. Functions below use l=1;
the energy unit of the one-dimensional problem is F*l.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, j1
from pyscf.dft import libxc

PI = np.pi


def density(zeta):
    ai, aip = airy(zeta)[:2]
    return (zeta**2 * ai**2 - zeta * aip**2 - ai * aip / 2) / (3 * PI)


def density_slope(zeta):
    ai, aip = airy(zeta)[:2]
    return -(aip**2 - zeta * ai**2) / (2 * PI)


def gradient_s(n, slope):
    return abs(slope) / (2 * (3 * PI**2)**(1 / 3) * n**(4 / 3))


def airy_s(zeta):
    return gradient_s(density(zeta), density_slope(zeta))


def lda_exchange(n):
    return -0.75 * (3 * n / PI)**(1 / 3)


def pbe_factor(s):
    kappa, mu = 0.804, 0.2195149727645171
    return 1 + kappa - kappa / (1 + mu * s**2 / kappa)


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, dtype=float)
    width = np.diff(edges)[:, None]
    nodes = edges[:-1, None] + width * (x + 1) / 2
    return nodes.ravel(), (width * w / 2).ravel()


def exact_exchange(zeta, reach=60, n_k=300, order=10):
    """Exchange per electron and hole charge, by real-space quadrature."""
    start = [0, 0.02, 0.1, 0.4]
    reach = int(np.ceil(reach + 4 * max(zeta, 0)))
    right = int(np.ceil(max(-zeta, 0) + 7))
    k, wk = panels([0, np.sqrt(max(-zeta, 0) + 9)], n_k)
    rho, w_rho = panels(start + list(range(1, 63, 2)), order)
    d_in, w_in = panels(start + list(range(1, reach + 1)), order)
    d_out, w_out = panels(start + list(range(1, right + 1)), order)
    shift = np.concatenate((-d_in, d_out))
    w_shift = np.concatenate((w_in, w_out))
    ai, aip = airy(zeta + k**2)[:2]
    orbitals = airy(zeta + shift[:, None] + k**2)[0]
    bessel = j1(k[:, None] * rho) / rho
    gamma = (orbitals * (2 / PI * wk * k**2 * ai)) @ bessel
    hole = w_shift[:, None] * (2 * PI * rho * w_rho) * gamma**2
    charge = hole.sum()
    energy = -(hole / np.hypot(shift[:, None], rho)).sum() / 4
    # phase-averaged hole deeper inside than the quadrature reaches
    t, wt = panels([0, 1], 20)
    distance = reach / t**2
    jacobian = 2 * reach / t**3 * wt
    depth = distance[:, None] - zeta - k**2
    planar = (ai**2 * np.sqrt(depth) + aip**2 / np.sqrt(depth))
    planar = (planar * 2 * k * wk).sum(axis=1) / (2 * PI**2 * distance**2)
    charge += jacobian @ planar
    energy -= jacobian @ (planar / distance) / 4
    n = density(zeta)
    return energy / n, charge / (2 * n)


STEP = PI / np.sqrt(200) / 4
LAST = 180


def disk_overlap(q, a, b):
    """Common area of disks with radii a and b, centres q apart."""
    angle_a = np.arccos(np.clip((q*q + a*a - b*b) / (2*q*a), -1, 1))
    angle_b = np.arccos(np.clip((q*q + b*b - a*a) / (2*q*b), -1, 1))
    product = (a + b - q) * (q + a - b) * (q - a + b) * (q + a + b)
    return a*a*angle_a + b*b*angle_b - np.sqrt(np.maximum(product, 0)) / 2


def slab(potential, nodes):
    """Discrete orbitals, momentum-space exchange; mean of 4 wall places.

    Returns density on the outer 3000 grid nodes and exchange per electron
    at the requested nodes (node 0 is the edge).
    """
    n_mean = np.zeros(3000)
    e_mean = np.zeros(len(nodes))
    for extra in range(4):
        grid = np.arange(-3600 - extra, LAST + 1) * STEP
        level, phi = eigh_tridiagonal(
            2 / STEP**2 + potential(grid),
            -np.ones(len(grid) - 1) / STEP**2,
            select='v', select_range=(-11.0, 0.0))
        phi = phi / np.sqrt(STEP)
        radius = np.sqrt(-level)
        n_mean += ((phi**2) @ (-level) / (2 * PI))[-3000:] / 4
        x, wx = panels([0, 1], 60)
        q_top = 2 * radius.max()
        for q, wq in zip(q_top * x**2, 2 * q_top * x * wx):
            area = disk_overlap(q, radius[:, None], radius[None, :])
            for m, node in enumerate(nodes):
                here = phi[node - LAST - 1]
                decay = np.exp(-q * np.abs(grid - node * STEP))
                overlap = (phi * decay[:, None]).T @ phi * STEP
                term = here @ (overlap * area) @ here
                e_mean[m] -= wq * term / (4 * PI**2) / 4
    local = np.array([n_mean[node - LAST - 1] for node in nodes])
    return n_mean, e_mean / local


# density: closed form against its defining integral and its slope
for zeta in (-5.0, -1.0, 0.0, 2.0):
    integral = quad(lambda e: e * airy(zeta + e)[0]**2, 0, 20,
                    limit=300, epsabs=1e-13)[0] / (2 * PI)
    assert abs(integral / density(zeta) - 1) < 1e-7
    numeric = (density(zeta + 1e-4) - density(zeta - 1e-4)) / 2e-4
    assert abs(numeric / density_slope(zeta) - 1) < 1e-5
assert np.all(np.diff(airy_s(np.linspace(-12, 8, 4001))) > 0)

# exchange as a function of reduced gradient
s_list = np.array([0.05, 0.1, 0.2, 0.3, 0.5, 1, 1.5, 2, 3, 4, 5, 6, 10])
z_list = np.array([brentq(lambda z: airy_s(z) - s, -12, 8)
                   for s in s_list])
results = np.array([exact_exchange(z) for z in z_list])
f_exact = results[:, 0] / lda_exchange(density(z_list))
f_pbe = pbe_factor(s_list)
hole_error = np.max(np.abs(results[:, 1] - 1))
assert hole_error < 3e-3
assert abs(f_exact[0] - 1) < 3e-3
middle = (s_list >= 0.2) & (s_list <= 3)
assert np.all(f_exact[middle] < f_pbe[middle])
assert np.all(f_exact[s_list >= 1] > 1)
assert f_exact[-1] > f_pbe[-1]
gap = f_exact - f_pbe
i = np.where((gap[:-1] < 0) & (gap[1:] > 0))[0][-1]
s_cross = s_list[i] - gap[i] * (s_list[i+1] - s_list[i]) / (gap[i+1]-gap[i])

# local functionals against the library implementation
pick = s_list <= 3
n_pick = density(z_list[pick])
rho4 = np.zeros((4, len(n_pick)))
rho4[0], rho4[3] = n_pick, density_slope(z_list[pick])
lib_lda = libxc.eval_xc('LDA_X,', n_pick, spin=0, deriv=0)[0]
lib_pbe = libxc.eval_xc('GGA_X_PBE,', rho4, spin=0, deriv=0)[0]
assert np.allclose(lib_lda, lda_exchange(n_pick), rtol=1e-6)
assert np.allclose(lib_pbe, lda_exchange(n_pick) * f_pbe[pick], rtol=1e-6)

# numerical convergence and far-outside limit
z_one = z_list[list(s_list).index(1)]
coarse = exact_exchange(z_one)[0]
fine = exact_exchange(z_one, reach=90, n_k=420, order=14)[0]
convergence = abs(fine / coarse - 1)
assert convergence < 1e-3
outer = [-4 * z * exact_exchange(z)[0] for z in (6.0, 12.0)]
assert abs(outer[1] - 1) < 0.05
assert abs(outer[1] - 1) < abs(outer[0] - 1)

# independent discrete-orbital, momentum-space calculation
test_nodes = [0, -40]
n_slab, e_slab = slab(lambda x: x, test_nodes)
slab_n_error, slab_e_error = [], []
for node, value in zip(test_nodes, e_slab):
    z = node * STEP
    slab_n_error.append(abs(n_slab[node - LAST - 1] / density(z) - 1))
    slab_e_error.append(abs(value / exact_exchange(z)[0] - 1))
# residual level discreteness and the finite wall distance set 1 percent
assert max(slab_n_error) < 0.01 and max(slab_e_error) < 0.01

# worked example
field, band, work, temperature = 10.0, 3.0, 3.0, 300.0
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
hartree = const.physical_constants['Hartree energy in eV'][0]
force_au = field * bohr_nm / hartree
length = (2 * force_au)**(-1 / 3)
length_nm = length * bohr_nm
unit_ev = field * length_nm
to_ev = hartree / length
n_edge, s_edge = density(0.0), airy_s(0.0)
x_edge = exact_exchange(0.0)[0]
x_lda = lda_exchange(n_edge)
x_pbe = x_lda * pbe_factor(s_edge)

# ramp made flat in the bulk and in vacuum
bottom, top = band / unit_ev, work / unit_ev
n_clip, e_clip = slab(lambda x: np.clip(x, -bottom, top), [0])
bulk = n_clip[600:1400].mean()
assert abs(bulk / (bottom**1.5 / (3 * PI**2)) - 1) < 0.01
n_c = n_clip[-LAST - 1]
slope_c = (n_clip[-LAST] - n_clip[-LAST - 2]) / (2 * STEP)
s_c = gradient_s(n_c, slope_c)

# thermal occupation, image potential and correlation
kt_ev = const.k * temperature / const.e
tau = kt_ev / unit_ev
warm = quad(lambda e: tau * np.logaddexp(0, e / tau) * airy(e)[0]**2,
            -1, 15, points=[0], limit=300)[0] / (2 * PI)
image_ev = hartree * bohr_nm / (4 * work / field)
corr = libxc.eval_xc(',LDA_C_PW', np.array([n_edge / length**3]),
                     spin=0, deriv=0)[0][0] * hartree

print(f"edge slope F = {field:.1f} eV/nm")
print(f"occupied bandwidth = {band:.1f} eV; work function = {work:.1f} eV")
print(f"edge length l = {length_nm:.4f} nm")
print(f"edge energy F*l = {unit_ev:.4f} eV")
print(f"density at edge = {n_edge / length_nm**3:.4f} nm^-3")
print(f"reduced gradient at edge s = {s_edge:.4f} (no unit)")
print(f"exact exchange per electron at edge = {x_edge * to_ev:.4f} eV")
print(f"LDA exchange per electron at edge = {x_lda * to_ev:.4f} eV")
print(f"PBE exchange per electron at edge = {x_pbe * to_ev:.4f} eV")
print(f"exact F_x at edge = {x_edge / x_lda:.4f} (no unit)")
print(f"PBE F_x at edge = {pbe_factor(s_edge):.4f} (no unit)")
print("Table, no units: s, zeta, n*l^3, exact F_x, PBE F_x (LDA F_x = 1)")
for s, z, fe, fp in zip(s_list, z_list, f_exact, f_pbe):
    print(f"{s:6.2f} {z:9.4f} {density(z):11.4e} {fe:8.4f} {fp:8.4f}")
print(f"exact curve crosses PBE near s = {s_cross:.2f} (interpolated)")
print(f"-4*zeta*l*eps_x at zeta=6: {outer[0]:.4f} (no unit)")
print(f"-4*zeta*l*eps_x at zeta=12: {outer[1]:.4f} (no unit)")
print(f"largest hole sum-rule error = {100 * hole_error:.4f} %")
print(f"exchange shift on refinement, s=1 = {100 * convergence:.5f} %")
print(f"largest slab density difference = {100*max(slab_n_error):.3f} %")
print(f"largest slab exchange difference = {100*max(slab_e_error):.3f} %")
print(f"ramp flattens at z = {-band/field:.2f} and {work/field:.2f} nm")
print(f"s at these two planes = {airy_s(-bottom):.3f}, {airy_s(top):.3f}")
print(f"clipped ramp: edge density = {n_c / length_nm**3:.4f} nm^-3")
print(f"clipped ramp: density change = {100 * (n_c/n_edge - 1):.2f} %")
print(f"clipped ramp: s at edge = {s_c:.4f} (no unit)")
print(f"clipped ramp: exact exchange at edge = {e_clip[0]*to_ev:.4f} eV")
print(f"clipped ramp: exact F_x = {e_clip[0]/lda_exchange(n_c):.4f}")
print(f"clipped ramp: PBE F_x = {pbe_factor(s_c):.4f}")
print(f"thermal energy at {temperature:.0f} K = {kt_ev:.5f} eV")
print(f"thermal density change at edge = {100*(warm/n_edge - 1):.3f} %")
print(f"image potential depth at ramp top = {image_ev:.3f} eV")
print(f"LDA correlation per electron at edge = {corr:.4f} eV")
print("verified")
```

Printed output:

```
edge slope F = 10.0 eV/nm
occupied bandwidth = 3.0 eV; work function = 3.0 eV
edge length l = 0.1562 nm
edge energy F*l = 1.5619 eV
density at edge = 1.2795 nm^-3
reduced gradient at edge s = 2.0846 (no unit)
exact exchange per electron at edge = -1.4165 eV
LDA exchange per electron at edge = -1.1546 eV
PBE exchange per electron at edge = -1.6583 eV
exact F_x at edge = 1.2269 (no unit)
PBE F_x at edge = 1.4363 (no unit)
Table, no units: s, zeta, n*l^3, exact F_x, PBE F_x (LDA F_x = 1)
  0.05   -6.0461  5.0170e-01   1.0000   1.0005
  0.10   -3.8902  2.5947e-01   0.9991   1.0022
  0.20   -2.3909  1.2611e-01   0.9976   1.0087
  0.30   -1.9502  9.1766e-02   0.9914   1.0193
  0.50   -1.4344  5.4755e-02   0.9917   1.0514
  1.00   -0.7298  2.0035e-02   1.0427   1.1724
  1.50   -0.3225  9.5288e-03   1.1228   1.3060
  2.00   -0.0401  5.3193e-03   1.2115   1.4197
  3.00    0.3461  2.1982e-03   1.3936   1.5714
  4.00    0.6113  1.1336e-03   1.5724   1.6542
  5.00    0.8119  6.6721e-04   1.7459   1.7013
  6.00    0.9726  4.2880e-04   1.9142   1.7298
 10.00    1.4081  1.1987e-04   2.5442   1.7756
exact curve crosses PBE near s = 4.65 (interpolated)
-4*zeta*l*eps_x at zeta=6: 0.8767 (no unit)
-4*zeta*l*eps_x at zeta=12: 0.9503 (no unit)
largest hole sum-rule error = 0.0010 %
exchange shift on refinement, s=1 = 0.00067 %
largest slab density difference = 0.021 %
largest slab exchange difference = 0.226 %
ramp flattens at z = -0.30 and 0.30 nm
s at these two planes = 0.309, 18.836
clipped ramp: edge density = 1.3334 nm^-3
clipped ramp: density change = 4.21 %
clipped ramp: s at edge = 2.0730 (no unit)
clipped ramp: exact exchange at edge = -1.5175 eV
clipped ramp: exact F_x = 1.2964
clipped ramp: PBE F_x = 1.4341
thermal energy at 300 K = 0.02585 eV
thermal density change at edge = 0.186 %
image potential depth at ramp top = 1.200 eV
LDA correlation per electron at edge = -0.4807 eV
verified
```
